# Why germanium speeds silicon alloy growth on hydrogen-covered surfaces: test program

```python
"""
Result under test: germanium speeds hydride growth of a silicon alloy when
hydrogen blocks the surface, because Ge-containing dimers lose H2 over lower
barriers. Growth per dimer G and hydrogen desorption obey
    G = a v^2,    2 G = sum_n f_n k_n theta_n,
    v_n / theta_n = lambda * g_n,    theta_n = 1 - v_n.
n = number of Ge atoms in a dimer (0, 1, 2), f_n = fraction of such dimers,
k_n = H2 desorption rate, g_n = exp(binding weakening / kT), v_n = bare part,
v = sum f_n v_n, a = precursor uptake per dimer of a bare surface.
In the saturated limit the gain is sum_n f_n exp(barrier lowering_n / kT).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

KB_EV = const.k / const.e
TORR = const.atm / 760.0
N_GE = np.arange(3)

# Rough typical parameters for low-pressure hydride deposition
T_REF = 773.15            # K
P_REF = 0.2               # Torr
X_REF = 0.2               # surface Ge fraction
BARRIER_SI = 2.5          # eV
LOWERING = 0.3            # eV per Ge atom in the dimer
PREFACTOR = 2.0e15        # 1/s
STICK = 1.0e-4            # precursor reaction probability, bare surface
STICK_H2 = 1.0e-7         # H2 reaction probability, bare surface
LATTICE = 0.543e-9        # m, silicon lattice constant
MASS_SILANE = 32.12       # u
MASS_H2 = 2.016           # u


def dimer_fractions(x):
    return np.array([(1 - x)**2, 2 * x * (1 - x), x**2])


def hits_per_dimer(p_torr, mass_u, temp):
    flux = p_torr * TORR / np.sqrt(
        2 * np.pi * mass_u * const.atomic_mass * const.k * temp)
    return flux * LATTICE**2


def solve_balance(f, k, g, uptake, readsorption=0.0, reactivity=1.0):
    """Return growth events per dimer and second, bare parts, lambda."""
    log_g = np.log(g)

    def excess(y):
        bare = expit(y + log_g)
        filled = expit(-y - log_g)
        active = np.sum(f * reactivity * bare)
        return (2 * uptake * active**2 + readsorption * np.sum(f * bare)
                - np.sum(f * k * filled))

    y = brentq(excess, -80, 80, xtol=1e-13, rtol=1e-13)
    bare = expit(y + log_g)
    growth = uptake * np.sum(f * reactivity * bare)**2
    return growth, bare, np.exp(y)


def film(temp=T_REF, x=X_REF, p=P_REF, lowering=LOWERING, weakening=None,
         ge_reactivity=1.0, p_h2=0.0):
    if weakening is None:
        weakening = lowering
    kt = KB_EV * temp
    k = PREFACTOR * np.exp(-(BARRIER_SI - lowering * N_GE) / kt)
    g = np.exp(weakening * N_GE / kt)
    uptake = STICK * hits_per_dimer(p, MASS_SILANE, temp)
    back = STICK_H2 * hits_per_dimer(p_h2, MASS_H2, temp)
    growth, bare, lam = solve_balance(
        dimer_fractions(x), k, g, uptake, back, ge_reactivity**N_GE)
    return dict(growth=growth, bare=bare, lam=lam, k=k, uptake=uptake)


def gain(**options):
    pure = dict(options)
    pure["x"] = 0.0
    return film(**options)["growth"] / film(**pure)["growth"]


def nm_per_min(growth):
    return growth * LATTICE / 8 * 1e9 * 60


def activation_energy(**options):
    step = 0.5
    hi = np.log(film(temp=T_REF + step, **options)["growth"])
    lo = np.log(film(temp=T_REF - step, **options)["growth"])
    return (hi - lo) / (1 / (KB_EV * (T_REF - step))
                        - 1 / (KB_EV * (T_REF + step)))


def lattice_growth(f, k, g, uptake, seed):
    """Growth on a square lattice with local hops and neighbour adsorption."""
    rng = np.random.default_rng(seed)
    side, dt, burn, sample = 100, 5e-4, 1500, 4500
    size = side**2
    counts = np.rint(f * size).astype(int)
    kind = rng.permutation(np.repeat(N_GE, counts))
    assert len(kind) == size
    site_g, p_desorb = g[kind], k[kind] * dt
    grid = np.arange(size).reshape(side, side)
    coverings = []
    for axis in (0, 1):
        for shift in (0, 1):
            moved = np.roll(grid, shift, axis=axis)
            first = moved.take(np.arange(0, side, 2), axis=axis).ravel()
            second = moved.take(np.arange(1, side, 2), axis=axis).ravel()
            p_first = site_g[second] / (site_g[first] + site_g[second])
            coverings.append((first, second, p_first))
    filled = np.ones(size, dtype=bool)
    events = 0
    for sweep in range(burn + sample):
        first, second, p_first = coverings[rng.integers(4)]
        a, b = filled[first], filled[second]
        single = a != b
        choose = rng.random(len(first)) < p_first
        a = np.where(single, choose, a)
        b = np.where(single, ~choose, b)
        # half a neighbour pair per site is offered in each sweep
        adsorb = ~(a | b) & (rng.random(len(first)) < 2 * uptake * dt)
        filled[first] = a | adsorb
        filled[second] = b | adsorb
        if sweep >= burn:
            events += np.count_nonzero(adsorb)
        filled &= rng.random(size) >= p_desorb
    return events / (size * sample * dt)


# Spatial simulation against the mean-field balance, in units of k_0
f_ref = dimer_fractions(X_REF)
ones = np.ones(3)
ratio = 4.0**N_GE
cases = [("pure Si", ones, ones), ("alloy", ratio, ratio),
         ("weak binding only", ones, ratio)]
lattice_results = []
for number, (name, k_case, g_case) in enumerate(cases):
    simulated = lattice_growth(f_ref, k_case, g_case, 10.0, 100 + number)
    predicted = solve_balance(f_ref, k_case, g_case, 10.0)[0]
    # sampling noise and residual spatial correlation are a few percent
    assert abs(simulated / predicted - 1) < 0.06, (name, simulated, predicted)
    lattice_results.append((name, simulated, predicted))
assert lattice_results[1][1] > 1.5 * lattice_results[0][1]

# Lower barriers cannot slow growth at fixed bare-surface uptake
rng = np.random.default_rng(7)
for _ in range(200):
    f_random = rng.dirichlet(ones)
    k_random = np.exp(rng.uniform(0, 8, 3))
    k_random[0] = 1.0
    g_random = np.exp(rng.uniform(-3, 8, 3))
    uptake_random = 10**rng.uniform(-3, 5)
    mixed = solve_balance(f_random, k_random, g_random, uptake_random)[0]
    plain = solve_balance(f_random, ones, ones, uptake_random)[0]
    assert mixed >= plain * (1 - 1e-9)

# Limits, causal controls and exchange identity
alloy, silicon = film(), film(x=0.0)
kt_ref = KB_EV * T_REF
saturated_gain = np.sum(f_ref * np.exp(LOWERING * N_GE / kt_ref))
P_LIMIT = 1e12 * P_REF    # mathematical limit only
assert abs(gain(p=P_LIMIT) / saturated_gain - 1) < 1e-3
weights = f_ref * alloy["k"] / np.sum(f_ref * alloy["k"])
saturated_energy = np.sum(weights * (BARRIER_SI - LOWERING * N_GE))
assert abs(activation_energy(p=P_LIMIT) - saturated_energy) < 2e-3
assert abs(gain(lowering=0.0, weakening=LOWERING) - 1) < 1e-8
assert abs(gain(temp=1273.15) - 1) < 0.01
v_alloy = np.sum(f_ref * alloy["bare"])
identity = alloy["lam"] * v_alloy * 2 * alloy["uptake"] / alloy["k"][0]
assert abs(identity - 1) < 1e-8
hot_gain = gain(temp=1173.15, ge_reactivity=0.1)
hot_limit = (1 - X_REF + 0.1 * X_REF)**4
assert abs(hot_gain / hot_limit - 1) < 0.01 and hot_gain < 1

# Gas transport: surface reaction speed over diffusion speed across 1 cm
speed = np.sqrt(8 * const.k * T_REF
                / (np.pi * MASS_SILANE * const.atomic_mass))
free_path = const.k * T_REF / (
    np.sqrt(2) * np.pi * (0.4e-9)**2 * P_REF * TORR)
diffusivity = speed * free_path / 3
transport = STICK * v_alloy**2 * speed / 4 * 0.01 / diffusivity

print(f"Temperature {T_REF:.2f} K, kT {kt_ref:.5f} eV")
print(f"Precursor pressure {P_REF} Torr, surface Ge fraction {X_REF}")
print(f"Si barrier {BARRIER_SI} eV, lowering {LOWERING} eV per Ge atom")
print(f"Prefactor {PREFACTOR:.1e} 1/s, reaction probability {STICK:.0e}")
print(f"Lattice constant {LATTICE*1e9:.3f} nm")
print(f"Bare-surface uptake a {alloy['uptake']:.3f} 1/s per dimer")
for n, name in enumerate(("Si-Si", "Si-Ge", "Ge-Ge")):
    share = (f_ref[n] * alloy["k"][n] * (1 - alloy["bare"][n])
             / (2 * alloy["growth"]))
    print(f"{name}: fraction {f_ref[n]:.2f}, k {alloy['k'][n]:.4g} 1/s, "
          f"bare {alloy['bare'][n]:.4f}, H2 share {share:.4f}")
print(f"Lambda in alloy {alloy['lam']:.5f}")
print(f"Total bare fraction: Si {silicon['bare'][0]:.4f}, "
      f"alloy {v_alloy:.4f}")
print(f"Events per dimer: Si {silicon['growth']:.5f}, "
      f"alloy {alloy['growth']:.5f} 1/s")
print(f"Growth: Si {nm_per_min(silicon['growth']):.4f}, "
      f"alloy {nm_per_min(alloy['growth']):.4f} nm/min")
print(f"Gain {gain():.2f}; saturated-limit gain {saturated_gain:.1f}")
print(f"Activation energy: Si {activation_energy(x=0.0):.3f}, "
      f"alloy {activation_energy():.3f} eV")
print(f"Saturated-alloy activation energy {saturated_energy:.3f} eV")
for label, x in (("Si", 0.0), ("alloy", X_REF)):
    order = np.log(film(x=x, p=P_REF * 1.01)["growth"]
                   / film(x=x, p=P_REF / 1.01)["growth"]) / (2 * np.log(1.01))
    print(f"Pressure order, {label}: {order:.3f}")
print(f"Gain, weaker binding only "
      f"{gain(lowering=0.0, weakening=LOWERING):.4f}")
print(f"Gain, lower barriers with equal binding {gain(weakening=0.0):.2f}")
for celsius in (400, 450, 500, 550, 600, 700, 800):
    temp = celsius + 273.15
    print(f"{celsius} C: Si {nm_per_min(film(temp=temp, x=0)['growth']):.4g}, "
          f"alloy {nm_per_min(film(temp=temp)['growth']):.4g} nm/min, "
          f"gain {gain(temp=temp):.3f}")
for x in (0.05, 0.1, 0.4):
    print(f"Gain at surface Ge fraction {x}: {gain(x=x):.2f}")
for lowering in (0.2, 0.25, 0.35):
    print(f"Gain for lowering {lowering} eV per Ge: "
          f"{gain(lowering=lowering):.2f}")
print(f"Gain with Ge reactivity factor 0.1: {gain(ge_reactivity=0.1):.2f}")
print(f"Same factor at 900 C: gain {hot_gain:.4f}, limit {hot_limit:.4f}")
print(f"H2 reaction probability assumed {STICK_H2:.0e}")
for p_h2 in (0.001, 10.0):
    print(f"With {p_h2} Torr H2: "
          f"Si {nm_per_min(film(x=0, p_h2=p_h2)['growth']):.4f}, "
          f"alloy {nm_per_min(film(p_h2=p_h2)['growth']):.4f} nm/min, "
          f"gain {gain(p_h2=p_h2):.2f}")
print(f"Reaction/diffusion speed ratio over 1 cm: {transport:.2e}")
print("Lattice test: a = 10 k0, rate and binding factors 4 per Ge")
for name, simulated, predicted in lattice_results:
    print(f"{name}: simulated G/k0 {simulated:.4f}, balance {predicted:.4f}")
print("all tests passed")
```

It prints:

```
Temperature 773.15 K, kT 0.06662 eV
Precursor pressure 0.2 Torr, surface Ge fraction 0.2
Si barrier 2.5 eV, lowering 0.3 eV per Ge atom
Prefactor 2.0e+15 1/s, reaction probability 1e-04
Lattice constant 0.543 nm
Bare-surface uptake a 13.145 1/s per dimer
Si-Si: fraction 0.64, k 0.1011 1/s, bare 0.0158, H2 share 0.0423
Si-Ge: fraction 0.32, k 9.127 1/s, bare 0.5920, H2 share 0.7918
Ge-Ge: fraction 0.04, k 823.9 1/s, bare 0.9924, H2 share 0.1659
Lambda in alloy 0.01607
Total bare fraction: Si 0.0601, alloy 0.2393
Events per dimer: Si 0.04751, alloy 0.75250 1/s
Growth: Si 0.1935, alloy 3.0646 nm/min
Gain 15.84; saturated-limit gain 355.5
Activation energy: Si 2.421, alloy 1.181 eV
Saturated-alloy activation energy 1.925 eV
Pressure order, Si: 0.031
Pressure order, alloy: 0.464
Gain, weaker binding only 1.0000
Gain, lower barriers with equal binding 124.50
400 C: Si 0.0007782, alloy 0.146 nm/min, gain 187.553
450 C: Si 0.01512, alloy 0.7228 nm/min, gain 47.794
500 C: Si 0.1935, alloy 3.065 nm/min, gain 15.837
550 C: Si 1.652, alloy 7.466 nm/min, gain 4.518
600 C: Si 8.807, alloy 16.37 nm/min, gain 1.858
700 C: Si 39.81, alloy 42.35 nm/min, gain 1.064
800 C: Si 44.89, alloy 45.08 nm/min, gain 1.004
Gain at surface Ge fraction 0.05: 3.14
Gain at surface Ge fraction 0.1: 6.58
Gain at surface Ge fraction 0.4: 41.69
Gain for lowering 0.2 eV per Ge: 6.84
Gain for lowering 0.25 eV per Ge: 10.70
Gain for lowering 0.35 eV per Ge: 21.73
Gain with Ge reactivity factor 0.1: 3.20
Same factor at 900 C: gain 0.4524, limit 0.4521
H2 reaction probability assumed 1e-07
With 0.001 Torr H2: Si 0.1935, alloy 3.0645 nm/min, gain 15.84
With 10.0 Torr H2: Si 0.0450, alloy 2.4773 nm/min, gain 55.04
Reaction/diffusion speed ratio over 1 cm: 7.62e-05
Lattice test: a = 10 k0, rate and binding factors 4 per Ge
pure Si: simulated G/k0 0.3972, balance 0.4000
alloy: simulated G/k0 0.7157, balance 0.7161
weak binding only: simulated G/k0 0.3989, balance 0.4000
all tests passed
```
